# Parametric oscillation threshold of a Kerr microresonator and its scaling

**Q.** You say that the pump power at which a Kerr microresonator starts to oscillate goes as mode volume over loaded $Q$ squared. Before I judge that, tell me what the resonator is, and what "starts to oscillate" means.

**A.** The resonator is a closed ring of a medium with index $n$ and Kerr coefficient $n_2>0$, so that intensity $I$ raises the index by $\Delta n=n_2I$. One family of co-polarised travelling-wave modes, numbered $\mu=0,\pm1,\dots$ from the pumped mode, has the cold frequencies

$$\omega_\mu=\omega_0+D_1\mu+\tfrac12D_2\mu^2 .$$

Every mode loses energy at the rate $\kappa=\omega/Q$, with $Q$ the loaded quality factor. A part $\kappa_{ex}=\eta\kappa$ of this goes into the input guide, and $\eta$ is the coupling ratio. A continuous pump of power $P$ and frequency $\omega_p$ enters through the guide.

With the pumped mode alone excited there is a steady state. Threshold is the least $P$ at which a weak signal-idler pair in modes $\pm\mu$ grows on top of it. This concerns growth from noise; whether a comb already running could survive at lower power is a separate question.

I take $\kappa\ll\omega$ and $\Delta n\ll n$, with equal losses and transverse profiles for the modes involved. Material dispersion in the mode energy, backscattering, Raman gain and heating are left out. I use SI units, because watts and linewidths are the natural quantities here.

**Q.** Then where does a volume enter? The Kerr effect knows the local intensity, not the size of the ring.

**A.** It enters when intensity is expressed through stored energy. The mode field obeys $\nabla\times\nabla\times\mathbf E=(\omega^2/c^2)n^2\mathbf E$. Change $n$ by $\Delta n$ and $\omega$ by $\Delta\omega$, project on $\mathbf E^*$ and keep first order. The left side and the first-order change of the field cancel, because the operator is Hermitian, leaving

$$2\omega\,\Delta\omega\int n^2|E|^2dV+\omega^2\int 2n\,\Delta n\,|E|^2dV=0 .$$

Let $u=\tfrac12\varepsilon_0n^2|E|^2$, which is twice the electric energy density averaged over a cycle. Electric and magnetic energy are equal when integrated over a mode, so $\int u\,dV$ is the total stored energy, although $u$ need not equal the total energy density at each point. The intensity is $I=\tfrac12\varepsilon_0cn|E|^2=cu/n$. With uniform $n$ and $\Delta n=n_2cu/n$,

$$\Delta\omega=-\frac{\omega}{n}\frac{\int\Delta n\,u\,dV}{\int u\,dV}=-\frac{\omega cn_2}{n^2}\frac{\int u^2dV}{\int u\,dV}=-\frac{\omega cn_2}{n^2}\frac{U}{V},$$

$$V=\frac{(\int u\,dV)^2}{\int u^2\,dV},\qquad U=\int u\,dV .$$

This $V$ is the mode volume meant throughout; for uniform $u$ it is the geometric volume. It assumes uniform $n$ and $n_2$ and a field with one dominant component. In a guide whose cladding has a negligible Kerr effect, $\int u^2dV$ runs over the core alone and $n$ is the core index, and a strong longitudinal field lowers the shift further. For a thin silicon layer polarised across its thickness these changes can halve $g$; they alter the value to be used for $V$, not the form of what follows. For $N$ photons, $U=N\hbar\omega$, so the shift is $-gN$ with

$$g=\frac{\hbar\omega^2cn_2}{n^2V}.$$

As a test, scalar eigenfrequencies of a hard-wall disc of radius 5 $\mu$m and height 0.5 $\mu$m, with $n=3.5$ and $n_2=5\times10^{-18}\ \mathrm{m^2/W}$, were computed with the index profile changed by the mode's own intensity. The two modes below have vacuum wavelengths of 5.50 and 3.05 $\mu$m, and each is compared with $g$ at its own frequency. For azimuthal order 15, with $V=16.1\ \mu\mathrm{m}^3$, the shift per photon is $-94.05$ rad/s; for order 30, with $V=11.8\ \mu\mathrm{m}^3$, it is $-419.8$ rad/s. The formula gives the same values to these digits.

**Q.** Power has to get in as well. Why should the drive contain $\sqrt{\kappa_{ex}}$?

**A.** Energy conservation fixes it. Let $|a|^2$ be the photon number and $|s|^2=P/\hbar\omega$ the incoming photon flux. Without internal loss and on resonance,

$$\dot a=-\tfrac12\kappa_{ex}a+Ks .$$

With no input, the outgoing flux must be $\kappa_{ex}|a|^2$. At an instant when $a=0$, $d|a|^2/dt=2\,\mathrm{Re}(a^*\dot a)=0$, so all incoming flux leaves. By linearity, and with a suitable choice of phases, $s_{out}=s-\sqrt{\kappa_{ex}}\,a$. Conservation then reads

$$-\kappa_{ex}|a|^2+2\,\mathrm{Re}(Ka^*s)=|s|^2-|s_{out}|^2=2\sqrt{\kappa_{ex}}\,\mathrm{Re}(a^*s)-\kappa_{ex}|a|^2 .$$

This holds for all $a$ and $s$ only if $K=\sqrt{\kappa_{ex}}$. Internal loss raises the decay rate from $\kappa_{ex}$ to $\kappa$ and leaves the drive alone. An explicit sum over round trips in a weakly coupled ring reproduces the resulting stored energy with a relative difference of about $2\times10^{-5}$.

**Q.** Now the sidebands. I suspect that a factor of two will appear by decree.

**A.** It comes from counting. Fields vary as $e^{-i\omega t}$, and I measure mode $\mu$ against $\omega_p+\mu D_1$. Its offset is $\omega_\mu-\omega_p-\mu D_1=\delta+\tfrac12D_2\mu^2$, with $\delta=\omega_0-\omega_p$. The Kerr term acts on the local field $A(\phi)=\sum_\mu a_\mu e^{i\mu\phi}$ as $ig|A|^2A$; for one mode this is the shift $-gN$ just found. Projecting on $e^{i\mu\phi}$ gives

$$\dot a_\mu=-\Big[\frac\kappa2+i\Big(\delta+\frac{D_2\mu^2}{2}\Big)\Big]a_\mu+ig\sum_{j+k-l=\mu}a_ja_ka_l^*+\delta_{\mu0}\sqrt{\kappa_{ex}}\,s .$$

The symbol $\delta_{\mu0}$ is one for the pumped mode and zero otherwise. To first order in the sidebands, two of the three factors in the sum must be pump amplitudes. For $\mu\neq0$ the choices $(j,k,l)=(\mu,0,0)$ and $(0,\mu,0)$ each give $Na_\mu$, with $N=|a_0|^2$. The choice $(0,0,-\mu)$ gives $a_0^2a_{-\mu}^*$. The sideband therefore has twice the pump's Kerr shift. With

$$M=\delta+\tfrac12D_2\mu^2-2gN,$$

the equation for $a_\mu$ and the conjugate of that for $a_{-\mu}$ are

$$\dot a_\mu=-\Big(\frac\kappa2+iM\Big)a_\mu+iga_0^2a_{-\mu}^*,\qquad
\dot a_{-\mu}^*=-\Big(\frac\kappa2-iM\Big)a_{-\mu}^*-iga_0^{*2}a_\mu .$$

For solutions $e^{\Lambda t}$ the determinant condition is

$$\Big(\Lambda+\frac\kappa2\Big)^2+M^2=g^2N^2
\quad\Rightarrow\quad
\Lambda=-\frac\kappa2\pm\sqrt{g^2N^2-M^2}.$$

The pair grows if $\sqrt{g^2N^2-M^2}>\kappa/2$: parametric gain must beat loss, and the mismatch $M$ weakens the gain.

**Q.** You dropped the cubic term of the dispersion. Would it not spoil the phase matching?

**A.** Not within this model. An odd term adds $+\theta$ to the offset of mode $\mu$ and $-\theta$ to that of $-\mu$. Conjugating the second equation reverses its sign, so both equations receive the same $-i\theta$. This moves the imaginary part of $\Lambda$ and not the growth rate.

**Q.** You have a condition on the photon number inside, but I pay for power outside. The pump's own resonance moves as it fills. How do you know that no clever detuning does better?

**A.** By a lower bound that can be reached. Setting $\dot a_0=0$ and taking the squared modulus gives

$$N\Big[\Big(\frac\kappa2\Big)^2+(\delta-gN)^2\Big]=\frac{\kappa_{ex}P}{\hbar\omega}.$$

Two inequalities follow. Growth requires $gN>\kappa/2$, since $M^2\ge0$. The pump equation requires $P\ge\hbar\omega N\kappa^2/(4\kappa_{ex})$, since $(\delta-gN)^2\ge0$. Hence, for every detuning and dispersion, growth implies

$$P>P_{th}=\frac{\hbar\omega\kappa^3}{8g\kappa_{ex}} .$$

The limit is reached if both squares vanish at $gN=\kappa/2$. The first demands $\delta=gN=\kappa/2$, which puts the pump on its shifted resonance. The second demands $\kappa/2+D_2\mu^2/2-\kappa=0$, or $D_2\mu^2=\kappa$, which needs anomalous dispersion, $D_2>0$.

**Q.** Reaching the edge is not growth. And might the pump state be bistable there?

**A.** Use $y=2gN/\kappa$ at the fixed detuning $\delta=\kappa/2$. The power is proportional to $y[1+(1-y)^2]$, whose slope is $3y^2-4y+2$. Its discriminant is $16-24<0$, so the slope is positive, and each power has one pump state. Raise $N$ slightly above threshold: $gN$ grows in first order, while $M^2$ grows only in second order, so $\Lambda$ becomes positive.

Now insert $g$, then $\kappa_{ex}=\eta\kappa$ and $\kappa=\omega/Q$:

$$P_{th}=\frac{\hbar\omega\kappa^2}{8\eta}\,\frac{n^2V}{\hbar\omega^2cn_2}
=\frac{n^2\kappa^2V}{8\eta\,\omega cn_2}
=\frac{n^2\omega V}{8\eta\,cn_2Q^2}
=\frac{\pi n^2V}{4\eta\,n_2\lambda Q^2},$$

where $\omega=2\pi c/\lambda$ was used at the end. At fixed $n$, $n_2$, $\lambda$ and $\eta$,

$$P_{th}\propto\frac{V}{Q^2}.$$

One power of $1/Q$ comes from the stored energy needed, $\hbar\omega\kappa/2g\propto V/Q$. The other comes from the rate at which that energy must be replaced.

**Q.** Give me a number I can check by hand.

**A.** Take round model parameters: $n=3.5$, $n_2=5\times10^{-18}\ \mathrm{m^2/W}$, $\lambda=2\ \mu$m, $V=50\ \mu\mathrm{m}^3$, $Q=2\times10^5$ and $\eta=1/2$. Then

$$P_{th}=\frac{\pi(3.5)^2(50\times10^{-18})}{4(0.5)(5\times10^{-18})(2\times10^{-6})(2\times10^5)^2}\ \mathrm W
=2.41\ \mathrm{mW}.$$

Inside the ring, $\kappa=4.71\times10^9\ \mathrm{s^{-1}}$ and $g=229$ rad/s, so the threshold photon number is $\kappa/2g=1.03\times10^7$, an energy of 1.02 pJ. At $\eta=1/2$ internal loss is $\kappa/2$, and $1.02\ \mathrm{pJ}\times2.35\times10^9\ \mathrm{s^{-1}}$ returns 2.4 mW. All the pump power is then dissipated in the ring.

The threshold was also sought without the bound. The nonlinear mode equations were differentiated numerically, the onset of instability was located, and its power was minimised over detuning and dispersion. The search gave 2.405 mW at $\delta=0.500\,\kappa$ and $D_2\mu^2=1.000\,\kappa$. Four times the volume gave 9.62 mW, and three times the $Q$ gave 0.267 mW, hence exponents of 1.000 and $-2.000$.

**Q.** That search could tune the dispersion freely. A real ring has a given $D_2$ and whole-number modes. If I raise $Q$, your matching condition moves.

**A.** It does, and this limits the scaling law. Write $\Delta=2\delta/\kappa$ and $D=D_2\mu^2/\kappa$. Dividing the threshold condition and the pump equation by their natural scales gives

$$y^2=1+(\Delta+D-2y)^2,\qquad \frac{P}{P_{th}}=y\big[1+(\Delta-y)^2\big].$$

After minimising over $\Delta$, the penalty depends on $D$ alone. So $V/Q^2$ holds strictly if $D$ is kept, and otherwise it is multiplied by a changing penalty.

For $D>0$ an upper bound is simple. Hold the pump on its shifted resonance, $\Delta=y$. Then

$$y^2=1+(D-y)^2\ \Rightarrow\ 2Dy=1+D^2\ \Rightarrow\ \frac{P}{P_{th}}=y=\frac12\Big(D+\frac1D\Big).$$

If $D\neq1$, the mismatch is not zero at this point, and a small change of detuning at fixed $y$ reduces it and produces growth. The optimised penalty therefore cannot exceed this value.

In the example $D_2/2\pi=10$ MHz and $\kappa/2\pi=749$ MHz, so the ideal mode number is $\sqrt{\kappa/D_2}=8.66$. For $\mu=9$, $D=81\times10/749=1.08$ and the bound is 1.003; a scan over detuning finds 1.002. For $\mu=7$ the bound is 1.092 and the scan finds 1.047. With the nearest mode available, the whole-number restriction costs about 0.2 per cent in power. This holds while $\kappa\gg D_2$. If $Q$ is raised until $\kappa<D_2$, even $\mu=1$ has $D>1$. Growth needs $\Delta-y<2y-D$, so $y<D/2$ pushes the pump off its resonance by more than $D-2y$, and for large $D$ the penalty approaches $D/2\propto Q$. At fixed $D_2$ the threshold then goes as $V/Q$, not $V/Q^2$.

**Q.** And if the dispersion is normal?

**A.** Then $D<0$, and the minimum is out of reach. Growth requires $|\Delta+D-2y|<\sqrt{y^2-1}$, so

$$\Delta-y>y-D-\sqrt{y^2-1}>|D| ,$$

because $\sqrt{y^2-1}<y$. With $y>1$ this gives $P/P_{th}>1+D^2$. For small $|D|$ that says little, but the same inequality gives more. Put $q=y-\sqrt{y^2-1}$, so that $0<q<1$ and $y=(1+q^2)/2q$. Then $\Delta-y>q+|D|>q$, and

$$\frac{P}{P_{th}}>y(1+q^2)=\frac{(1+q^2)^2}{2q}\ge\frac{8}{3\sqrt3}=1.54,$$

where the least value lies at $q^2=1/3$. A stable pump state needs more still. The slope of power against $y$ is $1+(\Delta-2y)^2-y^2$, and a positive slope together with growth at $D<0$ forces $\Delta-2y>\sqrt{y^2-1}$. Then $\Delta-y>y>1$ and $P/P_{th}>2$. These are lower bounds and not the threshold itself, but they show that the formula for $P_{th}$ must not be used there as a prediction.

**Q.** Why do you insist on a fixed coupling ratio? I change the gap to the guide, $Q$ changes, and I read off $1/Q^2$.

**A.** That gap changes $\eta$ too. If the internal quality factor $Q_0$ is fixed, the internal loss $\omega/Q_0$ equals $(1-\eta)\kappa$, so $Q=(1-\eta)Q_0$ and

$$P_{th}=\frac{n^2\omega V}{8cn_2Q_0^2}\,\frac{1}{\eta(1-\eta)^2}.$$

As $\eta\to0$ the loaded $Q$ rises to its largest value $Q_0$, yet the threshold diverges, since hardly any pump enters. As $\eta\to1$ it diverges because the linewidth does. Between them,

$$\frac{d}{d\eta}\big[\eta(1-\eta)^2\big]=(1-\eta)(1-3\eta)=0$$

gives $\eta=1/3$, where the bracket is $4/27$. At critical coupling, $\eta=1/2$, it is $1/8$, so critical coupling needs $32/27=1.19$ times the least power. In the example $Q_0=4\times10^5$, and the threshold falls from 2.41 to 2.03 mW when $\eta$ goes from $1/2$ to $1/3$.

**Q.** This is meant to serve silicon photonics. Silicon absorbs two photons at once when their joint energy bridges the gap. Does that not wreck everything?

**A.** It raises the threshold and can abolish it, but by itself it leaves the scaling intact. Two-photon absorption obeys $dI/dz=-\beta I^2$, so the field amplitude decays at half that relative rate. With $k_0=2\pi/\lambda$,

$$\frac{dE}{dz}=\Big(ik_0n_2-\frac\beta2\Big)IE=ik_0n_2(1+ir)IE,\qquad r=\frac{\beta}{2k_0n_2}=\frac{\beta\lambda}{4\pi n_2}.$$

To leading order, replace $g$ by $g(1+ir)$ in the cubic term. The pump gains an amplitude loss $rgN$. The sidebands gain $2rgN$, by the same counting that doubled their Kerr shift. The pair coupling has modulus $gN\sqrt{1+r^2}$, so

$$\mathrm{Re}\,\Lambda\le-\frac\kappa2-2rgN+gN\sqrt{1+r^2},$$

with equality at $M=0$. The right side reaches zero at

$$gN=\frac\kappa2x,\qquad x=\frac{1}{\sqrt{1+r^2}-2r}.$$

A positive $x$ requires $1+r^2>4r^2$, or $r<1/\sqrt3$. Above this ratio no pump power produces growth in this model, because nonlinear loss outruns gain at every $N$.

The pump equation now gives $P\ge\hbar\omega N(\kappa/2+rgN)^2/\kappa_{ex}$, which increases with $N$. Inserting the smallest $N$,

$$P_{th}(r)=P_{th}(0)\,x(1+rx)^2 ,$$

reached at $\delta=x\kappa/2$ and $D_2\mu^2=x\kappa$. Since $r$ contains neither $V$ nor $Q$, the factor is constant under the scaling.

For a model value $\beta=5\times10^{-12}$ m/W, $r=0.159$ and $x=1/(1.0126-0.3183)=1.44$. The factor is $1.44\times(1.229)^2=2.18$, and the threshold becomes 5.23 mW. The numerical search agrees, and with $4V$ and $3Q$ it gives 2.33 mW, which is $4/9$ of that.

**Q.** Absorbed photons leave electrons and holes behind, and those absorb too.

**A.** There the pure scaling ends. An estimate shows how. Amplitude loss $rgN$ removes $2rgN^2$ photons per second and creates half as many pairs. Spread over $V$ and living for a time $\tau$, they have the density $\tau rgN^2/V$. With absorption cross section $\sigma$ per pair, the added energy loss rate is $\kappa_c=\sigma(c/n)\tau rgN^2/V$. At $N=x\kappa/2g$,

$$\frac{\kappa_c}{\kappa}=\frac{\sigma c\,\tau r x^2}{4n\,gV}\,\kappa .$$

The product $gV$ is independent of $V$, so this ratio is too, but it is proportional to $\kappa=\omega/Q$. The correction to the threshold thus changes with $Q$, and $1/Q^2$ fails unless $\kappa_c\ll\kappa$. The estimate takes $x$ from the carrier-free case and omits the carriers' effect on the index, so it marks the limit of the law and does not replace it. The thresholds quoted above contain no carriers. Carriers can even abolish the threshold. Call the ratio above $\rho$, treat the carrier density as constant in time, and let the photon number be $z$ times $x\kappa/2g$. At best phase matching, the gain left after two-photon loss is $z\kappa/2$. The remaining amplitude loss is $(1+\rho z^2)\kappa/2$, because the carrier density grows as $N^2$. Growth therefore requires $z>1+\rho z^2$, which is possible only if $\rho<1/4$. For model values $\sigma=1.45\times10^{-21}\ \mathrm{m^2}$ and $\tau=1$ ns, the example has $\rho=4.2$. In this estimate no pump power starts the oscillation, and the 5.23 mW found above does not apply to such a ring.

**Q.** One last doubt. All this is linear stability. Does light actually appear in the sidebands?

**A.** The full mode equations, without two-photon absorption, were followed in time from weak noise, with $\delta=\kappa/2$ and the $D_2$ of the example. At $0.95\,P_{th}$ the sidebands held a fraction $2.5\times10^{-27}$ of the photons after a time $600/\kappa$. This figure depends on the starting noise and the duration, and it shows only that the noise had died out. At $1.10\,P_{th}$ they held about 7 per cent. The first power lies below the bound, and the second lies above it by more than the small penalty for whole-number modes. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
refractive index n: 3.5
Kerr coefficient n2: 5.0e-18 m^2/W
pump wavelength: 2.00 um
mode volume V: 50.0 um^3
loaded Q: 2.0e+05; coupling ratio eta: 0.50
dispersion D2/2pi: 10.0 MHz
pump angular frequency omega: 9.4183e+14 rad/s
loaded decay rate kappa: 4.7091e+09 1/s
loaded linewidth kappa/2pi: 749.48 MHz
Kerr shift per photon g: 228.93 rad/s
threshold photon number kappa/2g: 1.0285e+07
threshold stored energy: 1.0215 pJ
threshold power, formula: 2.40528 mW
threshold power, Jacobian search: 2.40528 mW
optimum detuning found: 0.5000 kappa
optimum D2 mu^2 found: 1.0000 kappa
threshold with 4V: 9.62113 mW
threshold with 3Q: 0.26725 mW
threshold with eta 0.25, same Q: 4.81056 mW
numerical exponent of V: 1.00000
numerical exponent of Q: -2.00000
intrinsic Q: 4.00e+05
best eta at fixed intrinsic Q: 0.33333
threshold at best eta: 2.02946 mW
critical / best coupling power: 1.18519
ideal sideband number sqrt(kappa/D2): 8.657
mu=7: D=0.6538, power/P_th=1.0472, bound=1.0917
mu=8: D=0.8539, power/P_th=1.0076, bound=1.0125
mu=9: D=1.0807, power/P_th=1.0021, bound=1.0030
mu=10: D=1.3343, power/P_th=1.0323, bound=1.0419
mu=11: D=1.6145, power/P_th=1.0973, bound=1.1169
two-photon coefficient beta: 5.0e-12 m/W
two-photon ratio r: 0.15915; limit: 0.57735
photon number factor x with absorption: 1.4403
power factor with absorption: 2.1764
threshold with absorption, search: 5.23487 mW
same with 4V and 3Q: 2.32661 mW
disc order 15: V=16.097 um^3, shift/photon -94.05, formula -94.05 rad/s
disc order 30: V=11.756 um^3, shift/photon -419.78, formula -419.78 rad/s
ring stored energy, sum / formula: 0.999983
sideband photon fraction at 0.95 P_th: 2.5e-27
sideband photon fraction at 1.10 P_th: 0.0672
```
